# Forces in an Atom-Centred Basis: Overlap and Pulay Terms: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test, for orbitals attached to movable sites X_I:
    F_I = -Tr(rho dH/dX_I) + Tr(W dS/dX_I)
H, S : Hamiltonian and overlap matrices; H c_i = eps_i S c_i
rho  : sum_i n_i c_i c_i^T, with occupations n_i
W    : sum_i n_i eps_i c_i c_i^T, the energy-weighted density matrix
Model: one dimension, atomic units, potential -sum_I v_I exp(-g (x-X_I)^2),
orbitals proportional to exp(-a_I (x-X_I)^2). There is no site repulsion.
Energies for the main test use closed-form matrices. Matrix derivatives in
the force formula are computed separately by quadrature.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.special import expit, entr
from scipy.constants import physical_constants

positions = np.array([0.0, 2.0])
exponents = np.array([0.6, 0.3])
depths = np.array([1.5, 1.0])
well_exponent = 0.5
thermal_energy = 0.3
coupling = 0.5
x = np.linspace(-14.0, 16.0, 601)
dx = x[1] - x[0]


def closed_matrices(sites):
    """Overlap and Hamiltonian from Gaussian integrals."""
    S = np.zeros((2, 2))
    H = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            a, b = exponents[i], exponents[j]
            p = a + b
            reduced = a * b / p
            distance2 = (sites[i] - sites[j])**2
            centre = (a * sites[i] + b * sites[j]) / p
            S[i, j] = (4*a*b/p**2)**0.25 * np.exp(-reduced*distance2)
            kinetic = reduced * (1 - 2*reduced*distance2)
            q = p * well_exponent / (p + well_exponent)
            wells = np.exp(-q * (centre - sites)**2)
            potential = -np.sqrt(p/(p + well_exponent)) * (depths @ wells)
            H[i, j] = S[i, j] * (kinetic + potential)
    return S, H


def grid_basis(sites, size=1):
    """Values and first two x-derivatives of polynomial Gaussians."""
    functions, owner = [], []
    for site in range(2):
        u = x - sites[site]
        a = exponents[site]
        gaussian = np.exp(-a * u**2)
        for power in range(size):
            p0 = Polynomial([0.0]*power + [1.0])
            p1 = p0.deriv() - Polynomial([0.0, 2*a])*p0
            p2 = p1.deriv() - Polynomial([0.0, 2*a])*p1
            rows = np.array([p(u)*gaussian for p in (p0, p1, p2)])
            functions.append(rows / np.sqrt(np.sum(rows[0]**2)*dx))
            owner.append(site)
    return np.array(functions).transpose(1, 0, 2), np.array(owner)


def grid_potential(sites):
    u = x[None, :] - sites[:, None]
    wells = depths[:, None] * np.exp(-well_exponent*u**2)
    return -wells.sum(axis=0), -2*well_exponent*u*wells


def grid_matrices(sites, size=1):
    chi, _ = grid_basis(sites, size)
    V, _ = grid_potential(sites)
    S = chi[0] @ chi[0].T * dx
    H = (0.5*chi[1] @ chi[1].T + (chi[0]*V) @ chi[0].T) * dx
    return S, H


def matrix_derivatives(sites, site, size=1):
    """dS, complete dH, and the operator-only part of dH."""
    chi, owner = grid_basis(sites, size)
    V, dV = grid_potential(sites)
    mask = (owner == site)[:, None]
    moved, moved_slope = -mask*chi[1], -mask*chi[2]
    half_S = moved @ chi[0].T * dx
    half_H = (0.5*moved_slope @ chi[1].T + (moved*V) @ chi[0].T)*dx
    operator = (chi[0]*dV[site]) @ chi[0].T * dx
    return half_S + half_S.T, half_H + half_H.T + operator, operator


def density_matrices(eps, c, occupations):
    rho = (c*occupations) @ c.T
    W = (c*(occupations*eps)) @ c.T
    return rho, W


def solve(S, H):
    return eigh(H, S)


def five_point(function, site, step=0.01):
    shift = np.zeros(2)
    shift[site] = step
    near = function(positions + shift) - function(positions - shift)
    far = function(positions + 2*shift) - function(positions - 2*shift)
    return (8*near - far)/(12*step)


def ground_energy(sites):
    S, H = closed_matrices(sites)
    return 2*solve(S, H)[0][0]


def ground_density(sites):
    S, H = closed_matrices(sites)
    eps, c = solve(S, H)
    return density_matrices(eps, c, np.array([2.0, 0.0]))[0]


# Closed integrals and quadrature must describe the same model.
S, H = closed_matrices(positions)
S_grid, H_grid = grid_matrices(positions)
assert np.allclose(S, S_grid, atol=1e-11)
assert np.allclose(H, H_grid, atol=1e-11)
eps, c = solve(S, H)
occupation = np.array([2.0, 0.0])
rho, W = density_matrices(eps, c, occupation)

# Main force, response identity, and decomposition for each site.
chi, owner = grid_basis(positions)
V, dV = grid_potential(positions)
psi = c[:, 0] @ chi[0]
residual = -0.5*(c[:, 0] @ chi[2]) + (V - eps[0])*psi
force, numerical, hf, pulay = [], [], [], []
for site in range(2):
    dS, dH, operator = matrix_derivatives(positions, site)
    assert np.allclose(dS, five_point(lambda r: closed_matrices(r)[0], site),
                       atol=1e-7)
    assert np.allclose(dH, five_point(lambda r: closed_matrices(r)[1], site),
                       atol=1e-7)
    force.append(-np.trace(rho @ dH) + np.trace(W @ dS))
    numerical.append(-five_point(ground_energy, site))
    hf.append(-2*np.sum(psi**2*dV[site])*dx)
    moved_psi = c[:, 0] @ (-(owner == site)[:, None]*chi[1])
    pulay.append(-4*np.sum(moved_psi*residual)*dx)
    response = np.trace(five_point(ground_density, site) @ H)
    assert abs(response + np.trace(W @ dS)) < 1e-7
    assert abs(force[-1] - numerical[-1]) < 1e-7
    assert abs(force[-1] - hf[-1] - pulay[-1]) < 1e-10
    if site == 0:
        dS_A, dH_A, response_A = dS, dH, response
assert abs(sum(force)) < 1e-10
assert abs(sum(hf)) > 1e-2
hamiltonian_term = -np.trace(rho @ dH_A)
overlap_term = np.trace(W @ dS_A)
assert abs(hamiltonian_term - numerical[0]) > 1e-2

# Central differences must approach the formula with second-order error.
steps = np.array([0.04, 0.02])
step_errors = []
for step in steps:
    shift = np.array([step, 0.0])
    slope = (ground_energy(positions + shift)
             - ground_energy(positions - shift))/(2*step)
    step_errors.append(abs(-slope - force[0]))
error_ratio = step_errors[0]/step_errors[1]
assert 3.8 < error_ratio < 4.2

# Fixed fractional occupations.
fractional = np.array([1.4, 0.6])
rho_f, W_f = density_matrices(eps, c, fractional)
fractional_force = -np.trace(rho_f @ dH_A) + np.trace(W_f @ dS_A)
fractional_fd = -five_point(
    lambda r: fractional @ solve(*closed_matrices(r))[0], 0)
assert abs(fractional_force - fractional_fd) < 1e-7


def thermal_state(sites):
    """Half filling of two levels puts the chemical potential midway."""
    levels = solve(*closed_matrices(sites))[0]
    f = expit((levels.mean() - levels)/thermal_energy)
    energy = 2*f @ levels
    entropy_over_k = 2*np.sum(entr(f) + entr(1-f))
    return np.array([energy, energy - thermal_energy*entropy_over_k]), 2*f


thermal_occupation = thermal_state(positions)[1]
rho_t, W_t = density_matrices(eps, c, thermal_occupation)
thermal_force = -np.trace(rho_t @ dH_A) + np.trace(W_t @ dS_A)
energy_force, free_force = -five_point(lambda r: thermal_state(r)[0], 0)
assert abs(thermal_force - free_force) < 1e-7
assert abs(thermal_force - energy_force) > 1e-3


def self_consistent(sites):
    """Contact mean field: E_int = coupling/4 integral density^2."""
    functions, _ = grid_basis(sites)
    phi = functions[0]
    overlap, bare = grid_matrices(sites)
    density = np.zeros_like(x)
    for _ in range(500):
        fock = bare + coupling/2*(phi*density) @ phi.T*dx
        levels, vectors = solve(overlap, fock)
        new_density = 2*(vectors[:, 0] @ phi)**2
        change = np.max(abs(new_density - density))
        density = 0.5*density + 0.5*new_density
        if change < 1e-12:
            break
    assert change < 1e-12
    P, weighted = density_matrices(levels, vectors, occupation)
    energy = np.trace(P @ bare) + coupling/4*np.sum(new_density**2)*dx
    return energy, 2*levels[0], fock, P, weighted, new_density


scf = self_consistent(positions)
P, W_scf, density = scf[3:]
moved = -(owner == 0)[:, None]*chi[1]
density_change = 2*np.sum((P @ chi[0])*moved, axis=0)
interaction_gradient = coupling/2*np.sum(density*density_change)*dx
scf_force = (-np.trace(P @ dH_A) - interaction_gradient
             + np.trace(W_scf @ dS_A))
scf_fd = -five_point(lambda r: self_consistent(r)[0], 0)
band_fd = -five_point(lambda r: self_consistent(r)[1], 0)
dfock = five_point(lambda r: self_consistent(r)[2], 0)
band_formula = -np.trace(P @ dfock) + np.trace(W_scf @ dS_A)
assert abs(scf_force - scf_fd) < 1e-7
assert abs(band_formula - band_fd) < 1e-7
assert abs(scf_force - band_fd) > 1e-3

# Add higher polynomial functions to test the loss of the Pulay term.
basis_results = []
for size in (1, 2, 3, 5):
    levels, vectors = solve(*grid_matrices(positions, size))
    occupied = np.zeros(len(levels))
    occupied[0] = 2
    P_n, W_n = density_matrices(levels, vectors, occupied)
    dS_n, dH_n, operator_n = matrix_derivatives(positions, 0, size)
    total_n = -np.trace(P_n @ dH_n) + np.trace(W_n @ dS_n)
    hf_n = -np.trace(P_n @ operator_n)
    fd_n = -five_point(
        lambda r: 2*solve(*grid_matrices(r, size))[0][0], 0)
    # Larger overlap matrices amplify rounding in the energy differences.
    assert abs(total_n - fd_n) < 1e-6
    basis_results.append((size, total_n, total_n-hf_n))
assert abs(basis_results[-1][2]) < 0.1*abs(basis_results[0][2])


def show(label, values, unit):
    numbers = " ".join(f"{v:.7f}" for v in np.atleast_1d(values))
    print(f"{label}: {numbers} {unit}")


def elements(matrix):
    return matrix[[0, 0, 1], [0, 1, 1]]


show("Positions A, B", positions, "bohr")
show("Orbital exponents A, B", exponents, "bohr^-2")
show("Well depths A, B", depths, "hartree")
show("Well exponent", well_exponent, "bohr^-2")
print("Matrix elements below are in order AA, AB, BB")
show("S", elements(S), "(dimensionless)")
show("H", elements(H), "hartree")
show("Levels 1, 2", eps, "hartree")
show("Lower-level |c_A|, |c_B|", abs(c[:, 0]), "(dimensionless)")
show("rho", elements(rho), "(dimensionless)")
show("W", elements(W), "hartree")
show("dS/dX_A", elements(dS_A), "bohr^-1")
show("dH/dX_A", elements(dH_A), "hartree/bohr")
show("Electronic energy", ground_energy(positions), "hartree")
show("-Tr(rho dH/dX_A)", hamiltonian_term, "hartree/bohr")
show("+Tr(W dS/dX_A)", overlap_term, "hartree/bohr")
show("Tr(drho/dX_A H), numerical", response_A, "hartree/bohr")
show("Formula forces A, B", force, "hartree/bohr")
show("Five-point forces A, B", numerical, "hartree/bohr")
show("Hellmann-Feynman forces A, B", hf, "hartree/bohr")
show("Pulay forces A, B", pulay, "hartree/bohr")
show("Sum of Hellmann-Feynman forces", sum(hf), "hartree/bohr")
conversion = (physical_constants["Hartree energy in eV"][0]
              / (physical_constants["Bohr radius"][0]*1e10))
show("Formula force A, converted", force[0]*conversion, "eV/angstrom")
for step, error in zip(steps, step_errors):
    print(f"Central-difference error, step {step:.2f} bohr: "
          f"{error:.3e} hartree/bohr")
show("Error ratio on halving step", error_ratio, "(dimensionless)")
show("Fixed fractional occupations", fractional, "electrons")
show("Fractional force A: formula, numerical",
     [fractional_force, fractional_fd], "hartree/bohr")
show("Thermal energy kT", thermal_energy, "hartree")
show("Thermal occupations", thermal_occupation, "electrons")
show("Thermal force A: formula, -dA/dX, -dE/dX",
     [thermal_force, free_force, energy_force], "hartree/bohr")
show("Contact coupling", coupling, "hartree bohr")
show("Self-consistent total energy", scf[0], "hartree")
show("Self-consistent force A: formula, numerical",
     [scf_force, scf_fd], "hartree/bohr")
show("Self-consistent band-sum force A", band_fd, "hartree/bohr")
for size, total, pulay_part in basis_results:
    show(f"{size} functions/site, force A: total, Pulay",
         [total, pulay_part], "hartree/bohr")
print("every check passed")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 136, in <module>
    dS, dH, operator = matrix_derivatives(positions, site)
                       ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 84, in matrix_derivatives
    moved, moved_slope = -mask*chi[1], -mask*chi[2]
                         ^^^^^
TypeError: The numpy boolean negative, the `-` operator, is not supported, use the `~` operator or the logical_not function instead.
```

The author's reading of the failure: The program applied a unary minus to a Boolean array that selects the orbitals belonging to the displaced site, and numpy does not allow this. The same fault stood in three places: the matrix derivatives, the direct Pulay calculation and the self-consistent calculation. In each, the minus sign now acts on the orbital derivative before the selection is applied. The physics, tested quantities and tolerances are unchanged.

The change:

```diff
@@ -82,5 +82,5 @@
     V, dV = grid_potential(sites)
     mask = (owner == site)[:, None]
-    moved, moved_slope = -mask*chi[1], -mask*chi[2]
+    moved, moved_slope = mask*(-chi[1]), mask*(-chi[2])
     half_S = moved @ chi[0].T * dx
     half_H = (0.5*moved_slope @ chi[1].T + (moved*V) @ chi[0].T)*dx
@@ -142,5 +142,5 @@
     numerical.append(-five_point(ground_energy, site))
     hf.append(-2*np.sum(psi**2*dV[site])*dx)
-    moved_psi = c[:, 0] @ (-(owner == site)[:, None]*chi[1])
+    moved_psi = c[:, 0] @ ((owner == site)[:, None]*(-chi[1]))
     pulay.append(-4*np.sum(moved_psi*residual)*dx)
     response = np.trace(five_point(ground_density, site) @ H)
@@ -215,5 +215,5 @@
 scf = self_consistent(positions)
 P, W_scf, density = scf[3:]
-moved = -(owner == 0)[:, None]*chi[1]
+moved = (owner == 0)[:, None]*(-chi[1])
 density_change = 2*np.sum((P @ chi[0])*moved, axis=0)
 interaction_gradient = coupling/2*np.sum(density*density_change)*dx
```

The mended program passes:

```
Positions A, B: 0.0000000 2.0000000 bohr
Orbital exponents A, B: 0.6000000 0.3000000 bohr^-2
Well depths A, B: 1.5000000 1.0000000 hartree
Well exponent: 0.5000000 bohr^-2
Matrix elements below are in order AA, AB, BB
S: 1.0000000 0.4362910 1.0000000 (dimensionless)
H: -1.1650118 -0.7047648 -0.9606790 hartree
Levels 1, 2: -1.2515928 -0.6143066 hartree
Lower-level |c_A|, |c_B|: 0.7508725 0.4096334 (dimensionless)
rho: 1.1276191 0.6151649 0.3355990 (dimensionless)
W: -1.4113199 -0.7699360 -0.4200333 hartree
dS/dX_A: -0.0000000 0.3490328 0.0000000 bohr^-1
dH/dX_A: -0.2890726 -0.6020621 -0.4059601 hartree/bohr
Electronic energy: -2.5031856 hartree
-Tr(rho dH/dX_A): 1.2029385 hartree/bohr
+Tr(W dS/dX_A): -0.5374659 hartree/bohr
Tr(drho/dX_A H), numerical: 0.5374659 hartree/bohr
Formula forces A, B: 0.6654726 -0.6654726 hartree/bohr
Five-point forces A, B: 0.6654726 -0.6654726 hartree/bohr
Hellmann-Feynman forces A, B: 0.3760830 -0.5342881 hartree/bohr
Pulay forces A, B: 0.2893896 -0.1311845 hartree/bohr
Sum of Hellmann-Feynman forces: -0.1582050 hartree/bohr
Formula force A, converted: 34.2199771 eV/angstrom
Central-difference error, step 0.04 bohr: 1.408e-04 hartree/bohr
Central-difference error, step 0.02 bohr: 3.520e-05 hartree/bohr
Error ratio on halving step: 3.9994623 (dimensionless)
Fixed fractional occupations: 1.4000000 0.6000000 electrons
Fractional force A: formula, numerical: 0.4484825 0.4484825 hartree/bohr
Thermal energy kT: 0.3000000 hartree
Thermal occupations: 1.4862000 0.5138000 electrons
Thermal force A: formula, -dA/dX, -dE/dX: 0.4796568 0.4796568 0.6263173 hartree/bohr
Contact coupling: 0.5000000 hartree bohr
Self-consistent total energy: -2.3581126 hartree
Self-consistent force A: formula, numerical: 0.6473073 0.6473073 hartree/bohr
Self-consistent band-sum force A: 0.6224368 hartree/bohr
1 functions/site, force A: total, Pulay: 0.6654726 0.2893896 hartree/bohr
2 functions/site, force A: total, Pulay: 0.6797955 0.0111643 hartree/bohr
3 functions/site, force A: total, Pulay: 0.6760431 -0.0036378 hartree/bohr
5 functions/site, force A: total, Pulay: 0.6735263 0.0001816 hartree/bohr
every check passed
```
